# Cyclotron mass of an ellipsoidal valley in a tilted magnetic field: a program that tests the result

```python
"""Cyclotron mass of an ellipsoidal valley in a tilted magnetic field.

Result under test (Hartree atomic units, electron charge -1):
    1/m_c^2 = cos(theta)^2/m_t^2 + sin(theta)^2/(m_t*m_l)
m_t, m_l : transverse and longitudinal masses of the valley
theta    : angle between the field and the longitudinal axis
m_c      : cyclotron mass, defined by angular frequency = B/m_c
k_b      : conserved momentum along the field, from the valley bottom
The formula is compared with measured areas of plane sections of the
energy surface, periods of integrated orbits, and Landau levels.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

m_t, m_l = 0.2, 0.9
B = 2.0e-5
k_b = 0.01
E_orbit = 1.0e-3
THZ = physical_constants["hartree-hertz relationship"][0] / 1e12


def mass_formula(theta):
    c, s = np.cos(theta), np.sin(theta)
    return 1 / np.sqrt(c**2 / m_t**2 + s**2 / (m_t * m_l))


def inverse_mass_tensor(axis):
    axis = np.asarray(axis, float)
    axis = axis / np.linalg.norm(axis)
    P = np.outer(axis, axis)
    return P / m_l + (np.eye(3) - P) / m_t


def field_direction(theta, azimuth=0.7):
    return np.array([np.sin(theta) * np.cos(azimuth),
                     np.sin(theta) * np.sin(azimuth), np.cos(theta)])


def frame(b):
    """Right-handed rows u1, u2, b; not aligned with the valley."""
    u1 = np.cross(b, [0.3, -0.5, 0.8])
    u1 = u1 / np.linalg.norm(u1)
    return np.array([u1, np.cross(b, u1), b])


def section_area(W, b, kb, energy, n=400):
    """Area inside the energy contour in the plane k.b = kb."""
    u1, u2, _ = frame(b)
    origin = kb * b
    total = 0.0
    for phi in 2 * np.pi * np.arange(n) / n:
        u = np.cos(phi) * u1 + np.sin(phi) * u2

        def excess(r):
            k = origin + r * u
            return 0.5 * (k @ W @ k) - energy
        r = brentq(excess, 0.0, 0.2, xtol=1e-15, rtol=1e-14)
        total += 0.5 * r * r
    return total * 2 * np.pi / n


def mass_from_area(W, b, kb, energy):
    h = 1.0e-4
    dA = section_area(W, b, kb, energy + h) - section_area(W, b, kb, energy - h)
    return dA / (2 * h) / (2 * np.pi)


def orbit(W, b, kb):
    """Mass from the period, and mean velocity along the field."""
    u1, u2, _ = frame(b)

    def rhs(t, y):
        v = W @ y[:3]
        return np.append(-np.cross(v, B * b), v @ b)

    def crossing(t, y):
        return u1 @ y[:3]
    crossing.direction = 1
    start = np.append(kb * b + 0.02 * u2 + 0.003 * u1, 0.0)
    t_end = 3 * 2 * np.pi * max(m_t, m_l) / B
    sol = solve_ivp(rhs, (0, t_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-13, events=crossing)
    t, y = sol.t_events[0], sol.y_events[0]
    period = t[1] - t[0]
    return B * period / (2 * np.pi), (y[1, 3] - y[0, 3]) / period


def landau_levels(W, b, kb, size=160):
    """Diagonalize k.W.k/2 with [k1, k2] = -iB in an oscillator basis."""
    F = frame(b)
    G = F @ W @ F.T
    big = size + 4
    a = np.diag(np.sqrt(np.arange(1, big)), 1).astype(complex)
    ad = a.conj().T
    K = [np.sqrt(B / 2) * (a + ad), 1j * np.sqrt(B / 2) * (a - ad),
         kb * np.eye(big)]
    H = sum(0.5 * G[i, j] * K[i] @ K[j] for i in range(3) for j in range(3))
    return np.linalg.eigvalsh(H[:size, :size])[:5]


def mass_from_eigenvalues(W, b):
    """Rotation frequency of the linear equation dk/dt = B b x (W k)."""
    generator = B * np.cross(b, W.T).T
    return B / np.max(np.abs(np.linalg.eigvals(generator).imag))


print("INPUTS")
print(f"transverse mass m_t = {m_t:.3f} m_e")
print(f"longitudinal mass m_l = {m_l:.3f} m_e")
print(f"magnetic field B = {B:.3e} a.u.")
print(f"momentum along field k_b = {k_b:.4f} a.u.")
print(f"orbit energy E = {E_orbit:.4e} hartree")

# One orbit in detail, field 60 degrees from the longitudinal axis
W = inverse_mass_tensor([0, 0, 1])
theta = np.radians(60)
b = field_direction(theta)
c, s = np.cos(theta), np.sin(theta)
m_2 = 1 / (c**2 / m_t + s**2 / m_l)
m_b = m_t * s**2 + m_l * c**2
k_20 = m_2 * s * c * (1 / m_t - 1 / m_l) * k_b
E_min = k_b**2 / (2 * m_b)
semi_1 = np.sqrt(2 * m_t * (E_orbit - E_min))
semi_2 = np.sqrt(2 * m_2 * (E_orbit - E_min))
area = np.pi * semi_1 * semi_2
area_measured = section_area(W, b, k_b, E_orbit)
assert abs(area_measured / area - 1) < 1e-9
# Centre of the section: stationary point of the energy within the plane
U = frame(b)[:2]
centre = np.linalg.solve(U @ W @ U.T, -U @ W @ (k_b * b)) @ U
e_2 = (np.array([0, 0, 1]) - c * b) / s
assert np.allclose(centre, k_20 * e_2, atol=1e-13)
k_c = k_b * b + centre
assert abs(0.5 * k_c @ W @ k_c / E_min - 1) < 1e-11

print("ORBIT AT 60 DEGREES")
print(f"in-plane mass m_2 = {m_2:.5f} m_e")
print(f"mass along field m_b = {m_b:.5f} m_e")
print(f"centre shift k_20 = {k_20:.6f} a.u.")
print(f"lowest energy in plane = {E_min:.5e} hartree")
print(f"semi-axis along e_1 = {semi_1:.6f} a.u.")
print(f"semi-axis along e_2 = {semi_2:.6f} a.u.")
print(f"area from formula = {area:.6e} a.u.")
print(f"area measured = {area_measured:.6e} a.u.")
print(f"cyclotron mass m_c = {mass_formula(theta):.5f} m_e")
_, drift = orbit(W, b, k_b)
print(f"mean velocity along field, integrated = {drift:.6f} a.u.")
print(f"k_b/m_b = {k_b / m_b:.6f} a.u.")
levels_60 = landau_levels(W, b, k_b)
print(f"lowest Landau level at this k_b = {levels_60[0]:.6e} hartree")

print("MASSES IN m_e: angle/deg, formula, area, period, Landau")
angles = [0.0, 30.0, 45.0, np.degrees(np.arccos(1 / np.sqrt(3))), 60.0, 90.0]
area_masses = []
for degrees in angles:
    theta = np.radians(degrees)
    b = field_direction(theta)
    expected = mass_formula(theta)
    by_area = mass_from_area(W, b, k_b, E_orbit)
    by_period, drift = orbit(W, b, k_b)
    levels = landau_levels(W, b, k_b)
    by_landau = B / (levels[1] - levels[0])
    m_b = m_t * np.sin(theta)**2 + m_l * np.cos(theta)**2
    ladder = (np.arange(5) + 0.5) * B / expected + k_b**2 / (2 * m_b)
    assert abs(by_area / expected - 1) < 1e-8
    assert abs(by_period / expected - 1) < 1e-6
    assert abs(drift / (k_b / m_b) - 1) < 1e-6
    assert np.allclose(levels, ladder, rtol=1e-8, atol=0)
    area_masses.append(by_area)
    print(f"{degrees:7.3f} {expected:.5f} {by_area:.5f} "
          f"{by_period:.5f} {by_landau:.5f}")
assert np.all(np.diff(area_masses) > 0)

# Independence of energy and of momentum along the field
b = field_direction(np.radians(60))
for kb, energy in [(0.0, 6e-4), (0.005, 1.5e-3), (-0.012, 2e-3)]:
    other = mass_from_area(W, b, kb, energy)
    assert abs(other / mass_formula(np.radians(60)) - 1) < 1e-8

print("RESONANCE: angle/deg, B/m_c in hartree, frequency in THz")
for degrees in angles:
    omega = B / mass_formula(np.radians(degrees))
    print(f"{degrees:7.3f} {omega:.5e} {omega * THZ:.4f}")

m_l_recovered = area_masses[-1]**2 / area_masses[0]
assert abs(m_l_recovered / m_l - 1) < 1e-7
print(f"m_l recovered from 0 and 90 degree areas = {m_l_recovered:.5f} m_e")

# General ellipsoid with three unequal masses and arbitrary orientation
rng = np.random.default_rng(4)
for _ in range(20):
    Q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    M = Q @ np.diag(rng.uniform(0.1, 2.0, 3)) @ Q.T
    n = rng.normal(size=3)
    n = n / np.linalg.norm(n)
    general = np.sqrt(np.linalg.det(M) / (n @ M @ n))
    assert abs(mass_from_eigenvalues(np.linalg.inv(M), n) / general - 1) < 1e-9

# Valleys on the three cube axes
print("CUBE-AXIS VALLEYS: field, masses of [100], [010], [001] in m_e")
valleys = [inverse_mass_tensor(axis) for axis in np.eye(3)]
for label, direction in [("[001]", [0, 0, 1]), ("[110]", [1, 1, 0]),
                         ("[111]", [1, 1, 1])]:
    n = np.array(direction, float)
    n = n / np.linalg.norm(n)
    masses = [mass_from_eigenvalues(V, n) for V in valleys]
    predicted = [mass_formula(np.arccos(min(1.0, x))) for x in n]
    assert np.allclose(masses, predicted, rtol=1e-9)
    print(label, " ".join(f"{m:.5f}" for m in masses))
invariant = 1 / m_t**2 + 2 / (m_t * m_l)
for _ in range(20):
    n = rng.normal(size=3)
    n = n / np.linalg.norm(n)
    total = sum(mass_from_eigenvalues(V, n)**-2 for V in valleys)
    assert abs(total / invariant - 1) < 1e-9
print(f"sum of 1/m_c^2 over the three axes = {invariant:.4f} m_e^-2")
print("verified")
```

Output:

```
INPUTS
transverse mass m_t = 0.200 m_e
longitudinal mass m_l = 0.900 m_e
magnetic field B = 2.000e-05 a.u.
momentum along field k_b = 0.0100 a.u.
orbit energy E = 1.0000e-03 hartree
ORBIT AT 60 DEGREES
in-plane mass m_2 = 0.48000 m_e
mass along field m_b = 0.37500 m_e
centre shift k_20 = 0.008083 a.u.
lowest energy in plane = 1.33333e-04 hartree
semi-axis along e_1 = 0.018619 a.u.
semi-axis along e_2 = 0.028844 a.u.
area from formula = 1.687204e-03 a.u.
area measured = 1.687204e-03 a.u.
cyclotron mass m_c = 0.30984 m_e
mean velocity along field, integrated = 0.026667 a.u.
k_b/m_b = 0.026667 a.u.
lowest Landau level at this k_b = 1.656082e-04 hartree
MASSES IN m_e: angle/deg, formula, area, period, Landau
  0.000 0.20000 0.20000 0.20000 0.20000
 30.000 0.22283 0.22283 0.22283 0.22283
 45.000 0.25584 0.25584 0.25584 0.25584
 54.736 0.28823 0.28823 0.28823 0.28823
 60.000 0.30984 0.30984 0.30984 0.30984
 90.000 0.42426 0.42426 0.42426 0.42426
RESONANCE: angle/deg, B/m_c in hartree, frequency in THz
  0.000 1.00000e-04 0.6580
 30.000 8.97527e-05 0.5905
 45.000 7.81736e-05 0.5144
 54.736 6.93889e-05 0.4566
 60.000 6.45497e-05 0.4247
 90.000 4.71405e-05 0.3102
m_l recovered from 0 and 90 degree areas = 0.90000 m_e
CUBE-AXIS VALLEYS: field, masses of [100], [010], [001] in m_e
[001] 0.42426 0.42426 0.20000
[110] 0.25584 0.25584 0.42426
[111] 0.28823 0.28823 0.28823
sum of 1/m_c^2 over the three axes = 36.1111 m_e^-2
verified
```
